# Measuring a straight front with a hat-shaped delta function: a numerical check

```python
"""
Length of a straight front from a smeared delta function on a square grid.
Result under test: a 45-degree line through nodes, measured with a hat
delta of half-width one cell, has summed/true length 3/sqrt(2)-1 on every
grid. For slope p/q in lowest terms and hat half-width eps the relative
error of a line through nodes is f(1-f)/M^2, where M=eps*sqrt(p^2+q^2)/h,
f is the fractional part of M, and h is the grid spacing.
phi is signed distance; offset is a shift of the line along its normal.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad


def hat(distance, eps):
    return np.maximum(0.0, 1.0 - np.abs(distance) / eps) / eps


def line_lengths(p, q, columns, offset=0.0, eps=1.0, h=1.0):
    """Summed and true length over a whole number of grid columns."""
    norm = math.hypot(p, q)
    pad = math.ceil((eps + abs(offset)) / h * norm / q) + 2
    x = h * np.arange(columns)
    y = h * np.arange(-pad, math.ceil(columns * p / q) + pad + 1)
    X, Y = np.meshgrid(x, y, indexing="ij")
    phi = (q * Y - p * X) / norm + offset
    gx, gy = np.gradient(phi, h)
    summed = h * h * np.sum(hat(phi, eps) * np.hypot(gx, gy))
    return summed, columns * h * norm / q


def line_ratio(*args, **kwargs):
    summed, true = line_lengths(*args, **kwargs)
    return summed / true


def node_line_error(p, q, eps_cells):
    M = eps_cells * math.hypot(p, q)
    f = M - math.floor(M)
    return f * (1 - f) / M**2


root2 = math.sqrt(2)
ratio_45 = 3 / root2 - 1

# Straight 45-degree line: refinement and shifts
for spacing in (1.0, 0.1, 0.01):
    measured = line_ratio(1, 1, 40, eps=spacing, h=spacing)
    assert abs(measured - ratio_45) < 1e-10
period = 1 / root2
shifts = (np.arange(400) + 0.5) * period / 400
shifted = np.array([line_ratio(1, 1, 4, offset=s) for s in shifts])
folded = np.minimum(shifts, period - shifts)
predicted = np.maximum((3 - root2 - folded) / root2, root2 - 0.5)
assert np.max(np.abs(shifted - predicted)) < 1e-10
assert abs(shifted.mean() - 1) < 1e-4  # midpoint rule across kinks

# Other slopes and widths, and the direction-dependent width
errors = {}
rng = np.random.default_rng(4)
for q in range(1, 9):
    for p in range(0, q + 1):
        if math.gcd(p, q) != 1:
            continue
        for width in (1.0, 1.5, 2.0):
            err = line_ratio(p, q, 4 * q, eps=width) - 1
            assert abs(err - node_line_error(p, q, width)) < 1e-10
            if width == 1.0:
                errors[(p, q)] = err
        cured_width = (p + q) / math.hypot(p, q)
        for s in rng.uniform(-1, 1, 3):
            cured = line_ratio(p, q, 4 * q, offset=s, eps=cured_width)
            assert abs(cured - 1) < 1e-10
assert max(errors, key=errors.get) == (1, 1)
second_worst = max(v for k, v in errors.items() if k != (1, 1))
assert second_worst < 1 / 20
irrational = line_ratio((math.sqrt(5) - 1) / 2, 1, 1500)
assert abs(irrational - 1) < 2e-3  # finite sample of an endless line


def diamond_sum(n):
    """Summed perimeter, in cells, of a diamond with half-diagonal n."""
    axis = np.arange(-n - 4, n + 5)
    X, Y = np.meshgrid(axis, axis, indexing="ij")
    a = np.abs(X + Y) / root2 - n / root2
    b = np.abs(X - Y) / root2 - n / root2
    outside = np.hypot(np.maximum(a, 0), np.maximum(b, 0))
    phi = outside + np.minimum(np.maximum(a, b), 0)
    return np.sum(hat(phi, 1.0))


diamond = {n: diamond_sum(n) for n in (20, 80, 320)}
diamond_ratio = {n: v / (4 * root2 * n) for n, v in diamond.items()}
side_ratio = (diamond[320] - diamond[80]) / (4 * root2 * 240)
assert abs(side_ratio - ratio_45) < 1e-9


def circle_rms_error(cells, samples=60):
    """RMS relative perimeter error over random centres and radii."""
    axis = np.arange(-cells - 5, cells + 6)
    result = []
    for cx, cy, dr in rng.random((samples, 3)):
        radius = cells + dr
        phi = np.hypot(axis[:, None] - cx, axis[None, :] - cy) - radius
        result.append(np.sum(hat(phi, 1.0)) / (2 * math.pi * radius) - 1)
    return float(np.sqrt(np.mean(np.square(result))))


circle_coarse = circle_rms_error(20)
circle_fine = circle_rms_error(320)
assert circle_fine < 0.5 * circle_coarse

# Silicon facet under a vertical argon beam; rough round parameters
width_nm = 100.0
current_mA_cm2 = 1.0
yield_normal = 0.5
yield_power = 5 / 3
tilt = math.pi / 4
ions_nm2_s = current_mA_cm2 * 1e-3 / constants.e * 1e-14
a_si_nm = constants.value("lattice parameter of silicon") * 1e9
atoms_nm3 = 8 / a_si_nm**3
yield_facet = yield_normal * math.cos(tilt) ** (-yield_power)
emitted_nm2_s = ions_nm2_s * math.cos(tilt) * yield_facet
speed_nm_s = emitted_nm2_s / atoms_nm3
facet_nm = width_nm / math.cos(tilt)
facet_sums = {}
for spacing in (5.0, 2.5, 1.25):
    count = round(width_nm / spacing)
    facet_sums[spacing] = line_lengths(1, 1, count, eps=spacing, h=spacing)[0]
    assert abs(facet_sums[spacing] / facet_nm - ratio_45) < 1e-10
emission_true = emitted_nm2_s * facet_nm
emission_sum = emitted_nm2_s * facet_sums[2.5]
cured_nm = line_lengths(1, 1, 40, eps=2.5 * root2, h=2.5)[0]
assert abs(cured_nm - facet_nm) < 1e-9
oscillation_s = 2.5 / root2 / speed_nm_s

# Redeposition: cosine-weighted share of facet directions below horizon
u = (np.arange(1000) + 0.5) / 1000
azimuth = 2 * math.pi * u
vertical = (np.sqrt(1 - u)[:, None] * math.cos(tilt)
            + np.sqrt(u)[:, None] * np.cos(azimuth)[None, :] * math.sin(tilt))
view_numeric = np.mean(vertical < 0)
view_floor = (1 - math.cos(tilt)) / 2
assert abs(view_numeric - view_floor) < 1e-3  # sharp horizon on finite grid
redeposition = view_floor * ions_nm2_s * yield_normal / emitted_nm2_s

# In-plane ion spread, rounded corners and a sinusoidal roughness
spread_deg = 3.0
nodes, weights = np.polynomial.hermite.hermgauss(12)
angles = tilt + root2 * math.radians(spread_deg) * nodes
response = np.cos(angles) ** (1 - yield_power)
mean_response = np.sum(weights * response) / math.sqrt(math.pi)
spread_effect = mean_response / math.cos(tilt) ** (1 - yield_power) - 1
corner_nm = 5.0
lost_nm = 2 * corner_nm * (2 * math.tan(tilt / 2) - tilt)
corner_effect = lost_nm / facet_nm
rough_nm, wave_nm = 0.5, 20.0
slope_max = 2 * math.pi * root2 * rough_nm / wave_nm
arc = quad(lambda t: math.hypot(1, slope_max * math.cos(t)), 0, 2 * math.pi)[0]
rough_effect = arc / (2 * math.pi) - 1
assert redeposition > max(spread_effect, corner_effect, rough_effect)

print(f"Nearest off-line node distance: {1/root2:.4f} h")
print(f"Hat weight h*delta on line: {float(hat(0.0, 1.0)):.4f}")
print(f"Hat weight h*delta beside line: {float(hat(1/root2, 1.0)):.4f}")
print(f"Summed length per column: {line_lengths(1, 1, 40)[0]/40:.4f} h")
print(f"True length per column: {root2:.4f} h")
print(f"Length ratio, 45 deg through nodes: {line_ratio(1, 1, 40):.4f}")
print(f"Error, 45 deg through nodes: {100*errors[(1, 1)]:.2f} %")
print(f"Lowest ratio over shifts: {shifted.min():.4f}")
print(f"Mean ratio over shifts: {shifted.mean():.4f}")
print(f"Error, slope 1/2 through nodes: {100*errors[(1, 2)]:.2f} %")
print(f"Error, slope 3/4 through nodes: {100*abs(errors[(3, 4)]):.2f} %")
print(f"Largest tested error except 45 deg: {100*second_worst:.2f} %")
wide = line_ratio(1, 1, 40, eps=1.5) - 1
print(f"45 deg error with half-width 1.5 h: {100*wide:.2f} %")
print(f"Ratio, golden-section slope, 1500 columns: {irrational:.5f}")
for n, value in diamond_ratio.items():
    print(f"Diamond ratio, half-diagonal {n} cells: {value:.4f}")
print(f"Diamond side ratio, corners removed: {side_ratio:.4f}")
print(f"Circle RMS error, radius 20-21 cells: {100*circle_coarse:.3f} %")
print(f"Circle RMS error, radius 320-321 cells: {100*circle_fine:.3f} %")
print(f"Facet projected width: {width_nm:.1f} nm")
print(f"Facet true length: {facet_nm:.2f} nm")
for spacing, value in facet_sums.items():
    print(f"Facet summed length, h={spacing:g} nm: {value:.2f} nm")
print(f"Facet length with cured width, h=2.5 nm: {cured_nm:.2f} nm")
print(f"Ion current density: {current_mA_cm2:.1f} mA/cm2")
print(f"Ion flux on horizontal plane: {ions_nm2_s:.2f} /(nm2 s)")
print(f"Sputter yield, normal: {yield_normal:.2f} atoms/ion")
print(f"Sputter yield, 45 deg: {yield_facet:.3f} atoms/ion")
print(f"Silicon atom density: {atoms_nm3:.2f} /nm3")
print(f"Emission per facet area: {emitted_nm2_s:.2f} /(nm2 s)")
print(f"Normal recession speed: {speed_nm_s:.3f} nm/s")
print(f"True emission per edge length: {emission_true:.0f} /(nm s)")
print(f"Summed emission per edge length: {emission_sum:.0f} /(nm s)")
print(f"Error oscillation period, h=2.5 nm: {oscillation_s:.2f} s")
print(f"Facet view factor to floor: {view_floor:.4f}")
print(f"Redeposition / gross facet emission: {100*redeposition:.1f} %")
print(f"Ion angular spread, RMS: {spread_deg:.1f} deg")
print(f"Emission change from ion spread: {100*spread_effect:.2f} %")
print(f"Corner radius: {corner_nm:.1f} nm")
print(f"Length loss from two round corners: {100*corner_effect:.2f} %")
print(f"Roughness RMS height: {rough_nm:.1f} nm")
print(f"Roughness wavelength: {wave_nm:.1f} nm")
print(f"Length gain from roughness: {100*rough_effect:.2f} %")
print("checks complete")
```

Running it gives:

```
Nearest off-line node distance: 0.7071 h
Hat weight h*delta on line: 1.0000
Hat weight h*delta beside line: 0.2929
Summed length per column: 1.5858 h
True length per column: 1.4142 h
Length ratio, 45 deg through nodes: 1.1213
Error, 45 deg through nodes: 12.13 %
Lowest ratio over shifts: 0.9142
Mean ratio over shifts: 1.0000
Error, slope 1/2 through nodes: 3.61 %
Error, slope 3/4 through nodes: 0.00 %
Largest tested error except 45 deg: 3.61 %
45 deg error with half-width 1.5 h: 2.37 %
Ratio, golden-section slope, 1500 columns: 1.00001
Diamond ratio, half-diagonal 20 cells: 1.1110
Diamond ratio, half-diagonal 80 cells: 1.1187
Diamond ratio, half-diagonal 320 cells: 1.1207
Diamond side ratio, corners removed: 1.1213
Circle RMS error, radius 20-21 cells: 0.387 %
Circle RMS error, radius 320-321 cells: 0.112 %
Facet projected width: 100.0 nm
Facet true length: 141.42 nm
Facet summed length, h=5 nm: 158.58 nm
Facet summed length, h=2.5 nm: 158.58 nm
Facet summed length, h=1.25 nm: 158.58 nm
Facet length with cured width, h=2.5 nm: 141.42 nm
Ion current density: 1.0 mA/cm2
Ion flux on horizontal plane: 62.42 /(nm2 s)
Sputter yield, normal: 0.50 atoms/ion
Sputter yield, 45 deg: 0.891 atoms/ion
Silicon atom density: 49.94 /nm3
Emission per facet area: 39.32 /(nm2 s)
Normal recession speed: 0.787 nm/s
True emission per edge length: 5561 /(nm s)
Summed emission per edge length: 6235 /(nm s)
Error oscillation period, h=2.5 nm: 2.25 s
Facet view factor to floor: 0.1464
Redeposition / gross facet emission: 11.6 %
Ion angular spread, RMS: 3.0 deg
Emission change from ion spread: 0.25 %
Corner radius: 5.0 nm
Length loss from two round corners: 0.30 %
Roughness RMS height: 0.5 nm
Roughness wavelength: 20.0 nm
Length gain from roughness: 1.22 %
checks complete
```
